# Recovering a One-Electron Potential from Its Ground-State Density: a numerical check

```python
"""Recover a one-electron potential from its ground-state density n.

Result under test (atomic units): w = Laplacian(sqrt(n))/(2 sqrt(n)) = v + I,
with v(infinity) = 0 and I the ionisation energy. For a 1s density of nuclear
charge Z at position R, w = Z^2/2 - Z/s, where s is the distance from R.
The cusp gives Z and the decay rate kappa gives I = kappa^2/2.
A screened potential with tail charge q tests the general statements.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
STEP = 0.01


def gradient(func, point, h=STEP):
    """Fourth-order central differences in Cartesian coordinates."""
    result = []
    for e in np.eye(3) * h:
        result.append((func(point - 2*e) - 8*func(point - e)
                       + 8*func(point + e) - func(point + 2*e)) / (12*h))
    return np.array(result)


def laplacian(func, point, h=STEP):
    total = 0.0
    for e in np.eye(3) * h:
        total += (-func(point + 2*e) + 16*func(point + e) - 30*func(point)
                  + 16*func(point - e) - func(point - 2*e)) / (12*h*h)
    return total


def first_derivative(func, s, h=STEP):
    return (func(s - 2*h) - 8*func(s - h)
            + 8*func(s + h) - func(s + 2*h)) / (12*h)


def second_derivative(func, s, h=STEP):
    return (-func(s + 2*h) + 16*func(s + h) - 30*func(s)
            + 16*func(s - h) - func(s - 2*h)) / (12*h*h)


def slope_from_right(func, h=STEP):
    """One-sided derivative at zero, using only non-negative arguments."""
    return (-25*func(0.0) + 48*func(h) - 36*func(2*h)
            + 16*func(3*h) - 3*func(4*h)) / (12*h)


def solve_ground_state(potential, beta=2.5, size=35):
    """Diagonalize the radial Hamiltonian; return energy and density(s)."""
    k = np.arange(size)[:, None]
    norm = np.sqrt((2*beta)**3 / ((k + 1.0)*(k + 2.0)))
    nodes, weights = np.polynomial.legendre.leggauss(400)
    s = 25.0*(nodes + 1.0)
    weights = 25.0*weights
    x = 2*beta*s[None, :]
    poly = eval_genlaguerre(k, 2.0, x)
    dpoly = -2*beta*eval_genlaguerre(np.maximum(k - 1, 0), 3.0, x)*(k > 0)
    envelope = norm*np.exp(-beta*s)
    u = envelope*s*poly
    du = envelope*((1 - beta*s)*poly + s*dpoly)
    overlap = (u*weights) @ u.T
    hamiltonian = 0.5*(du*weights) @ du.T + (u*weights*potential(s)) @ u.T
    energies, vectors = eigh(hamiltonian, overlap)
    coefficients = vectors[:, 0]

    def density(radius):
        values = eval_genlaguerre(k[:, 0], 2.0, 2*beta*radius)
        f = np.dot(coefficients, norm[:, 0]*values)*np.exp(-beta*radius)
        return f*f/(4*np.pi)

    return energies[0], density


# Density supplied to the reader: Li2+ with a displaced nucleus.
Z_TRUE = 3.0
R_TRUE = np.array([0.4, -0.3, 0.2])


def density_3d(point):
    distance = np.linalg.norm(point - R_TRUE)
    return Z_TRUE**3/np.pi*np.exp(-2*Z_TRUE*distance)


def root_density(point):
    return np.sqrt(density_3d(point))


def log_density(point):
    return np.log(density_3d(point))


# The supplied density is the ground state of the Coulomb Hamiltonian.
energy_ion, density_ion = solve_ground_state(lambda s: -Z_TRUE/s)
assert abs(energy_ion + Z_TRUE**2/2) < 1e-7
for s in (0.2, 0.7, 1.2, 2.0):
    supplied = density_3d(R_TRUE + np.array([s, 0, 0]))
    assert abs(density_ion(s)/supplied - 1) < 1e-5
electron_number = quad(lambda s: 4*np.pi*s*s*density_3d(
    R_TRUE + np.array([0, s, 0])), 0, 15, epsabs=1e-11)[0]
assert abs(electron_number - 1) < 1e-8

# Locate the nucleus as the intersection of two gradient lines.
points = [np.array([1.0, 0.0, 0.0]), np.array([0.0, 0.5, -0.6])]
gradients = [gradient(log_density, p) for p in points]
matrix, rhs = np.zeros((3, 3)), np.zeros(3)
for p, g in zip(points, gradients):
    direction = g/np.linalg.norm(g)
    projector = np.eye(3) - np.outer(direction, direction)
    matrix += projector
    rhs += projector @ p
position = np.linalg.solve(matrix, rhs)
assert np.max(np.abs(position - R_TRUE)) < 1e-5
distances = [np.linalg.norm(p - position) for p in points]

# Laplacian inversion, in terms of sqrt(n) and in terms of n.
w = [laplacian(root_density, p)/(2*root_density(p)) for p in points]
w_from_n = []
for p in points:
    n = density_3d(p)
    g = gradient(density_3d, p)
    w_from_n.append(laplacian(density_3d, p)/(4*n) - g @ g/(8*n*n))
for s, value, other in zip(distances, w, w_from_n):
    assert abs(value - (Z_TRUE**2/2 - Z_TRUE/s)) < 3e-5
    assert abs(value - other) < 1e-4
charge_w = (w[1] - w[0])/(1/distances[0] - 1/distances[1])
ionisation_w = w[0] + charge_w/distances[0]
assert abs(charge_w - Z_TRUE) < 1e-4
assert abs(ionisation_w + energy_ion) < 1e-4
potentials = [value - ionisation_w for value in w]
for s, value in zip(distances, potentials):
    assert abs(value + Z_TRUE/s) < 2e-4

# A constant factor in the density has no effect.
scaled_root = lambda p: np.sqrt(7.0*density_3d(p))
w_scaled = laplacian(scaled_root, points[0])/(2*scaled_root(points[0]))
assert abs(w_scaled - w[0]) < 1e-7

# Separate the two parts of the radial Laplacian at the first point.
radial_root = lambda s: root_density(position + np.array([s, 0, 0]))
s0 = distances[0]
curvature_part = second_derivative(radial_root, s0)/(2*radial_root(s0))
slope_part = first_derivative(radial_root, s0)/(s0*radial_root(s0))
assert abs(curvature_part - Z_TRUE**2/2) < 1e-4
assert abs(slope_part + Z_TRUE/s0) < 1e-4

# Weak Laplacian across the nucleus: a missing delta function would show.
weak_left = quad(lambda s: 4*np.pi*s*s*np.exp(-Z_TRUE*s - s*s)
                 * (4*s*s - 6), 0, 10, epsabs=1e-11)[0]
weak_right = quad(lambda s: 4*np.pi*np.exp(-Z_TRUE*s - s*s)
                  * (Z_TRUE**2*s*s - 2*Z_TRUE*s), 0, 10, epsabs=1e-11)[0]
assert abs(weak_left - weak_right) < 1e-8


def opposite_slope_sum(point):
    axis = np.array([1.0, 0.0, 0.0])
    return sum(slope_from_right(lambda t: log_density(point + sign*t*axis))
               for sign in (1, -1))


kink_nucleus = opposite_slope_sum(R_TRUE)
kink_elsewhere = opposite_slope_sum(points[0])
assert abs(kink_nucleus + 4*Z_TRUE) < 1e-7
assert abs(kink_elsewhere) < 1e-4
charge_cusp = -0.5*slope_from_right(
    lambda s: log_density(R_TRUE + np.array([0, 0, s])))
assert abs(charge_cusp - Z_TRUE) < 1e-7
far = [5.0, 8.0]
far_logs = [log_density(position + np.array([0, s, 0])) for s in far]
decay_rate = -(far_logs[1] - far_logs[0])/(2*(far[1] - far[0]))
ionisation_decay = decay_rate**2/2
assert abs(ionisation_decay + energy_ion) < 1e-4

# Contrast: cusp charge and tail charge differ.
Z_SCREEN, Q_TAIL, SCREEN_RATE = 3.0, 1.0, 2.0


def screened_potential(s):
    return -(Q_TAIL + (Z_SCREEN - Q_TAIL)*np.exp(-SCREEN_RATE*s))/s


energy_screen, density_screen = solve_ground_state(screened_potential)
root_screen = lambda s: np.sqrt(density_screen(s))
log_screen = lambda s: np.log(density_screen(s))


def inverted_w(s):
    return (second_derivative(root_screen, s)/2
            + first_derivative(root_screen, s)/s)/root_screen(s)


ionisation_screen = -energy_screen
sample_radii = (0.5, 1.0, 2.0)
recovered = [inverted_w(s) - ionisation_screen for s in sample_radii]
for s, value in zip(sample_radii, recovered):
    assert abs(value - screened_potential(s)) < 1e-4
cusp_screen = -0.5*slope_from_right(log_screen)
assert abs(cusp_screen - Z_SCREEN) < 1e-3
kappa = np.sqrt(2*ionisation_screen)
s_far = 6.0
local_rate = -0.5*first_derivative(log_screen, s_far)
corrected_rate = kappa + (1 - Q_TAIL/kappa)/s_far
assert abs(local_rate - corrected_rate) < 0.005  # omitted 1/s^2 term
assert abs(local_rate - kappa) > 0.03
s_a, s_b = 5.0, 6.0
ionisation_tail = (s_b*inverted_w(s_b) - s_a*inverted_w(s_a))/(s_b - s_a)
assert abs(ionisation_tail - ionisation_screen) < 2e-3
assert abs(ionisation_screen - Z_SCREEN**2/2) > 1.0

print("Li2+, non-relativistic, fixed point nucleus")
print(f"Density prefactor: {Z_TRUE**3/np.pi:.4f} bohr^-3")
print(f"Density exponent 2Z: {2*Z_TRUE:.1f} bohr^-1")
print("Supplied nuclear position (bohr):", R_TRUE)
print(f"Integrated density: {electron_number:.6f} electrons")
print(f"Energy from diagonalization: {energy_ion:.6f} hartree")
for i in range(2):
    print(f"Point {i+1} (bohr):", points[i])
    print(f"  grad ln n (bohr^-1): {np.round(gradients[i], 4)}")
    print(f"  distance from recovered nucleus: {distances[i]:.4f} bohr")
    print(f"  w from sqrt(n): {w[i]:.4f} hartree")
    print(f"  w from n: {w_from_n[i]:.4f} hartree")
    print(f"  recovered potential: {potentials[i]:.4f} hartree")
    print(f"  Coulomb potential -Z/s: {-Z_TRUE/distances[i]:.4f} hartree")
print("Recovered position (bohr):", np.round(position, 4) + 0.0)
print(f"Curvature part of w, point 1: {curvature_part:.4f} hartree")
print(f"Slope part of w, point 1: {slope_part:.4f} hartree")
print(f"Opposite slope sum at nucleus: {kink_nucleus:.4f} bohr^-1")
print(f"Opposite slope sum at point 1: {abs(kink_elsewhere):.4f} bohr^-1")
print(f"Charge from w: {charge_w:.4f} e")
print(f"Charge from cusp: {charge_cusp:.4f} e")
print(f"Decay sampled at: {far[0]:.1f} and {far[1]:.1f} bohr")
print(f"ln(n in bohr^-3) there: {far_logs[0]:.4f}, {far_logs[1]:.4f}")
print(f"Decay rate kappa: {decay_rate:.4f} bohr^-1")
print(f"Ionisation energy from w: {ionisation_w:.4f} hartree")
print(f"Ionisation energy from decay: {ionisation_decay:.4f} hartree")
print(f"Ionisation energy from decay: {ionisation_decay*HARTREE_EV:.2f} eV")
print(f"Weak Laplacian, two sides: {weak_left:.6f}, {weak_right:.6f} bohr")
print("Screened contrast model")
print(f"Nuclear charge, tail charge: {Z_SCREEN:.1f}, {Q_TAIL:.1f} e")
print(f"Screening rate: {SCREEN_RATE:.1f} bohr^-1")
for s, value in zip(sample_radii, recovered):
    print(f"v at {s:.1f} bohr, recovered/input: {value:.4f}/"
          f"{screened_potential(s):.4f} hartree")
print(f"Charge from cusp: {cusp_screen:.4f} e")
print(f"Ionisation energy, diagonalization: {ionisation_screen:.4f} hartree")
print(f"Ionisation energy, w at 5 and 6 bohr: {ionisation_tail:.4f} hartree")
print(f"Z^2/2 for comparison: {Z_SCREEN**2/2:.4f} hartree")
print(f"kappa: {kappa:.4f} bohr^-1")
print(f"Local decay rate at {s_far:.1f} bohr: {local_rate:.4f} bohr^-1")
print(f"Rate with 1/s correction: {corrected_rate:.4f} bohr^-1")
print("OK")
```

Printed output:

```
Li2+, non-relativistic, fixed point nucleus
Density prefactor: 8.5944 bohr^-3
Density exponent 2Z: 6.0 bohr^-1
Supplied nuclear position (bohr): [ 0.4 -0.3  0.2]
Integrated density: 1.000000 electrons
Energy from diagonalization: -4.500000 hartree
Point 1 (bohr): [1. 0. 0.]
  grad ln n (bohr^-1): [-5.1429 -2.5714  1.7143]
  distance from recovered nucleus: 0.7000 bohr
  w from sqrt(n): 0.2143 hartree
  w from n: 0.2143 hartree
  recovered potential: -4.2857 hartree
  Coulomb potential -Z/s: -4.2857 hartree
Point 2 (bohr): [ 0.   0.5 -0.6]
  grad ln n (bohr^-1): [ 2. -4.  4.]
  distance from recovered nucleus: 1.2000 bohr
  w from sqrt(n): 2.0000 hartree
  w from n: 2.0000 hartree
  recovered potential: -2.5000 hartree
  Coulomb potential -Z/s: -2.5000 hartree
Recovered position (bohr): [ 0.4 -0.3  0.2]
Curvature part of w, point 1: 4.5000 hartree
Slope part of w, point 1: -4.2857 hartree
Opposite slope sum at nucleus: -12.0000 bohr^-1
Opposite slope sum at point 1: 0.0000 bohr^-1
Charge from w: 3.0000 e
Charge from cusp: 3.0000 e
Decay sampled at: 5.0 and 8.0 bohr
ln(n in bohr^-3) there: -27.8489, -45.8489
Decay rate kappa: 3.0000 bohr^-1
Ionisation energy from w: 4.5000 hartree
Ionisation energy from decay: 4.5000 hartree
Ionisation energy from decay: 122.45 eV
Weak Laplacian, two sides: -1.650331, -1.650331 bohr
Screened contrast model
Nuclear charge, tail charge: 3.0, 1.0 e
Screening rate: 2.0 bohr^-1
v at 0.5 bohr, recovered/input: -3.4715/-3.4715 hartree
v at 1.0 bohr, recovered/input: -1.2707/-1.2707 hartree
v at 2.0 bohr, recovered/input: -0.5183/-0.5183 hartree
Charge from cusp: 3.0000 e
Ionisation energy, diagonalization: 1.9439 hartree
Ionisation energy, w at 5 and 6 bohr: 1.9440 hartree
Z^2/2 for comparison: 4.5000 hartree
kappa: 1.9718 bohr^-1
Local decay rate at 6.0 bohr: 2.0556 bohr^-1
Rate with 1/s correction: 2.0539 bohr^-1
OK
```
